\section*{Summed Rate of Zone-Centre Optical Phonon Emission by Electrons in Graphene}

\section{What the rate law prevents}

A cooling code that gives optical-phonon emission a fixed lifetime goes wrong close to the phonon energy. In the example below, an electron $0.8$ eV above the Dirac point emits its first zone-centre phonon after $0.105$ ps on average. At $0.212$ eV the same process takes about $4$ ps if the electron levels are sharp, because almost no final states remain. A fixed lifetime misses this factor of nearly $40$. Two further errors are possible: giving each of the two optical modes the full summed rate, which doubles the energy loss to these phonons, and letting electrons fall into a valence band that is already full.

The result to implement is
\begin{equation}
\Gamma(E)=C\,|E-\hbar\omega|,\qquad
C=\frac{3\sqrt3}{2}\,\frac{\beta^2}{M\omega b^2},\qquad
\beta=-\frac{b}{t}\frac{dt}{db}.
\label{eq:result}
\end{equation}
Here $E>0$ is the electron energy measured from the Dirac point, $\hbar\omega$ the common energy of the longitudinal (LO) and transverse (TO) zone-centre optical phonons, $b$ the bond length, $t$ the nearest-neighbour hopping and $M$ the mass of one carbon atom. $\Gamma$ is the spontaneous rate summed over both modes. It holds to leading order in the electron--phonon coupling, for linear bands, dispersionless phonons, a cold lattice and empty final states. For $E<\hbar\omega$ the final state lies in the valence band, so this branch needs holes there.

\section{Electrons and their coupling to the lattice}

\subsection{Bands}

An A atom has B neighbours at $\boldsymbol\delta_j=b\hat{\boldsymbol\delta}_j$, with
\[
\hat{\boldsymbol\delta}_1=(0,1),\qquad
\hat{\boldsymbol\delta}_{2,3}=(\pm\tfrac{\sqrt3}{2},-\tfrac12).
\]
With Bloch phases taken at the atomic positions, the Hamiltonian has the off-diagonal element $H_{AB}=-t\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}$. At $\mathbf K=(4\pi/(3\sqrt3\,b),0)$ the three phases are $0,\pm2\pi/3$ and their sum vanishes. The next order needs the vector
\begin{equation}
\mathbf D=\sum_j\hat{\boldsymbol\delta}_je^{i\mathbf K\cdot\boldsymbol\delta_j}
=\Big(\tfrac{\sqrt3}{2}\,2i\sin\tfrac{2\pi}{3},\;1-\cos\tfrac{2\pi}{3}\Big)
=\tfrac32(i,1).
\end{equation}
For $\mathbf k=\mathbf K+\mathbf p$ with $pb\ll1$,
\begin{equation}
H_{AB}\simeq-itb\,\mathbf p\cdot\mathbf D
=\tfrac32tb\,(p_x-ip_y)=\hbar v\,p\,e^{-i\theta},
\qquad \hbar v=\tfrac32tb,
\end{equation}
where $\theta$ is the direction of $\mathbf p$. The energies are $s\hbar vp$ with $s=\pm1$, and the states are $\chi_{s\theta}=(1,se^{i\theta})/\sqrt2$.

\subsection{Bond stretching}

If the atoms move by $\mathbf u_A$ and $\mathbf u_B$, bond $j$ lengthens to first order by $\hat{\boldsymbol\delta}_j\cdot(\mathbf u_B-\mathbf u_A)$. Let $t'=dt/db$ and $\mathbf w=\mathbf u_A-\mathbf u_B$. Then $\delta t_j=-t'\,\hat{\boldsymbol\delta}_j\cdot\mathbf w$. For phonon wavelengths much longer than $b$, the phases may be taken at $\mathbf K$:
\begin{equation}
V_{AB}=-\sum_j\delta t_j\,e^{i\mathbf K\cdot\boldsymbol\delta_j}
=t'\,\mathbf D\cdot\mathbf w=\tfrac32t'(w_y+iw_x).
\end{equation}
A matrix $a\sigma_x+c\sigma_y$ has AB element $a-ic$. Therefore
\begin{equation}
V=\tfrac32t'(\sigma_xw_y-\sigma_yw_x).
\label{eq:V}
\end{equation}
The lattice displacement acts through the pseudospin component perpendicular to it.

\subsection{Phonon amplitude}

In an optical motion $\mathbf u_A=-\mathbf u_B=\mathbf w/2$. The kinetic energy per cell is $2\cdot\frac M2(\dot w/2)^2=\frac12\left(\frac M2\right)\dot w^2$, so the oscillator mass is $M/2$. With $N$ cells,
\begin{equation}
\mathbf w(\mathbf r)=\sum_{\mathbf q\nu}
\sqrt{\frac{\hbar}{2N(M/2)\omega}}\;\mathbf e_{\mathbf q\nu}
\left(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}\right)e^{i\mathbf q\cdot\mathbf r}.
\end{equation}
The unit vectors are real with $\mathbf e_{-\mathbf q\nu}=\mathbf e_{\mathbf q\nu}$; their sign does not affect a rate. The squared amplitude per mode is $\hbar/(NM\omega)$. Emission into the phonon vacuum adds a factor $1$.

\section{Golden rule}

\subsection{The mode sum removes the angles}

Let $\mathbf e=(\cos\varphi,\sin\varphi)$. Equation \eqref{eq:V} then contains $\boldsymbol\sigma\cdot\mathbf n$ with $\mathbf n=(\sin\varphi,-\cos\varphi)$, a unit vector at angle $\alpha=\varphi-\pi/2$. Its AB element is $e^{-i\alpha}$ and its BA element $e^{i\alpha}$, so
\begin{align}
\langle\chi_{s'\theta'}|\boldsymbol\sigma\cdot\mathbf n|\chi_{s\theta}\rangle
&=\tfrac12\left[s\,e^{i(\theta-\alpha)}+s'e^{i(\alpha-\theta')}\right],\\
|\langle\cdots\rangle|^2
&=\tfrac12\left[1+ss'\cos(\theta+\theta'-2\alpha)\right]\nonumber\\
&=\tfrac12\left[1-ss'\cos(\theta+\theta'-2\varphi)\right].
\label{eq:angle}
\end{align}
The last line uses $2\alpha=2\varphi-\pi$. The other polarization has $\varphi$ shifted by $\pi/2$, which reverses the cosine. The two factors add to $1$ for every pair of directions, within a band and between bands:
\begin{equation}
\sum_\nu|g_\nu|^2=\frac94\,t'^2\,\frac{\hbar}{NM\omega}.
\label{eq:g2}
\end{equation}

\subsection{Counting final states}

Spin and valley are conserved. With $\varepsilon=E-\hbar\omega$ and cell area $A_c=3\sqrt3\,b^2/2$,
\begin{equation}
\sum_{s'\mathbf p'}\delta(\varepsilon-s'\hbar vp')
=NA_c\int_0^\infty\frac{p'\,dp'}{2\pi}\,\delta(|\varepsilon|-\hbar vp')
=\frac{NA_c|\varepsilon|}{2\pi(\hbar v)^2}.
\label{eq:dos}
\end{equation}
Only the band with $s'=\mathrm{sgn}\,\varepsilon$ contributes. The absolute value is therefore the Dirac density of states at the final energy. Multiplying \eqref{eq:g2} and \eqref{eq:dos} by $2\pi/\hbar$ gives
\begin{equation}
\Gamma=\frac94\,\frac{t'^2A_c|\varepsilon|}{M\omega(\hbar v)^2}
=\frac{t'^2}{t^2b^2}\,\frac{A_c|\varepsilon|}{M\omega}
=\frac{\beta^2A_c|\varepsilon|}{M\omega b^4}
=\frac{3\sqrt3}{2}\frac{\beta^2|\varepsilon|}{M\omega b^2}.
\end{equation}
The steps insert $(\hbar v)^2=9t^2b^2/4$, then $t'/t=-\beta/b$, then $A_c$. At fixed $\beta$ the hopping has cancelled: a larger $t$ strengthens the coupling and thins out the final states equally.

\subsection{Each mode separately}

A code that tracks LO and TO populations needs the split. For LO, $\mathbf e$ is parallel to $\mathbf q=\mathbf p-\mathbf p'$. Set $\theta=0$, $z=e^{i\theta'}$ and $\rho=p'/p$. In complex notation $q=p(1-\rho z)$, hence $e^{2i\varphi}=q/q^*=(1-\rho z)/(1-\rho/z)$ and
\begin{equation}
e^{i(\theta'-2\varphi)}=\frac{z-\rho}{1-\rho z}.
\end{equation}
The average over $\theta'$ is the constant term of the Laurent series on $|z|=1$. For $\rho<1$ the function is analytic inside the circle, and the average is its value at $z=0$, which is $-\rho$. For $\rho>1$ it is analytic outside, and the average is its value at infinity, $-1/\rho$. With $s=1$, equation \eqref{eq:angle} gives an LO share of $\frac12[1+s'\min(\rho,1/\rho)]$. Since $s'\rho=(E-\hbar\omega)/E$ and $\rho<1$ means $E>\hbar\omega/2$,
\begin{align}
E>\tfrac12\hbar\omega:\quad&
\Gamma_{LO}=C|E-\hbar\omega|\Big(1-\frac{\hbar\omega}{2E}\Big),\quad
\Gamma_{TO}=C|E-\hbar\omega|\frac{\hbar\omega}{2E},\\
E<\tfrac12\hbar\omega:\quad&
\Gamma_{LO}=C\big(\tfrac12\hbar\omega-E\big),\quad
\Gamma_{TO}=\tfrac12C\hbar\omega .
\end{align}
Neither mode alone is proportional to $|E-\hbar\omega|$. At high energy LO takes nearly everything, while the TO rate tends to the constant $C\hbar\omega/2$. At $E=\hbar\omega/2$ the LO rate vanishes.

\subsection{Tests on the lattice}

The coupling was tested in a periodic supercell of $6\times6$ cells with displaced atoms and exponential hopping. For two pairs of Bloch states, finite differences matched the lattice form of the coupling within $10^{-5}|t'|$. The golden rule was then integrated over true lattice energy contours with this coupling, for $\hbar\omega=0.002$ eV and $E=0.0006$, $0.0015$, $0.003$ and $0.008$ eV. These small energies isolate the Dirac limit on both sides of $\hbar\omega$. The largest relative error of \eqref{eq:result} was $4.1\times10^{-7}$, and the largest absolute error of the LO share $4.8\times10^{-7}$.

\section{The zone-edge phonon}

A phonon near the zone corner can carry the electron from $\mathbf K$ to $-\mathbf K$. It does not belong to \eqref{eq:result}, but a cooling code needs it. Take displacements $\mathbf e_s\,e^{i(\mathbf k'-\mathbf k)\cdot\mathbf r}$ on sublattices $s=A,B$, with $\mathbf k=\mathbf K$ and $\mathbf k'=-\mathbf K$. In $V_{AB}$ the phase accompanying $\mathbf e_B$ is $e^{i\mathbf k'\cdot\boldsymbol\delta_j}$ and that of $\mathbf e_A$ is $e^{i\mathbf k\cdot\boldsymbol\delta_j}$. In $V_{BA}$ they are $e^{-i\mathbf k\cdot\boldsymbol\delta_j}$ and $e^{-i\mathbf k'\cdot\boldsymbol\delta_j}$. Both elements equal
\begin{equation}
V_{AB}=V_{BA}=t'(\mathbf D\cdot\mathbf e_A-\mathbf D^*\cdot\mathbf e_B).
\end{equation}
This is one linear combination of the four displacement components, so one mode couples; it is assumed to be a normal mode of frequency $\omega_K$. For $|\mathbf e_A|^2+|\mathbf e_B|^2=1$ its squared strength is $t'^2\,2|\mathbf D|^2=9t'^2$, and its squared amplitude is $\hbar/(2NM\omega_K)$.

Near $-\mathbf K$, $\mathbf D$ is replaced by $\mathbf D^*$, which gives $H_{AB}=-\hbar vp\,e^{i\theta}$ and states $(1,-s'e^{-i\theta'})/\sqrt2$. The element of $\sigma_x$ is $\frac12(se^{i\theta}-s'e^{i\theta'})$. Its square, $\frac12[1-ss'\cos(\theta-\theta')]$, averages to $\frac12$ over $\theta'$. The mean $|g|^2$ is thus $\frac94t'^2\hbar/(NM\omega_K)$, the same form as \eqref{eq:g2}, and
\begin{equation}
\Gamma_K(E)=\frac{3\sqrt3}{2}\frac{\beta^2}{M\omega_Kb^2}\,|E-\hbar\omega_K| .
\end{equation}
The lattice integrals at the four energies above agreed with this form, and with the single-mode statement, within $1\%$. Because $\omega_K\neq\omega$, this channel stays open at $E=\hbar\omega$.

\section{Occupations in a kinetic code}

Let both modes have the same occupation $n$ at every wavevector involved, and let the electron distribution $f$ depend on energy alone. The squared phonon matrix elements are $n+1$ for emission and $n$ for absorption, so
\begin{align}
\Gamma_{\rm em}(E)&=C|E-\hbar\omega|\,(1+n)\,[1-f(E-\hbar\omega)],\\
\Gamma_{\rm abs}(E)&=C|E+\hbar\omega|\,n\,[1-f(E+\hbar\omega)].
\end{align}
The angular sum in \eqref{eq:angle} is $1$ for either initial band, so these hold for negative $E$ too. With a density of states proportional to $|E|$, emission from $E$ to $E'$ and its reverse both carry the weight $|E||E'|$, as detailed balance requires. In a cold n-type sheet the factor $1-f$ removes every final state below the Fermi level, including the whole branch $E<\hbar\omega$.

\section{Worked example}

Consider a p-type sheet with its Fermi level $0.30$ eV below the Dirac point, or $7.0\times10^{12}$ holes per cm$^2$. Every final state used below is then empty when cold. Take $b=0.142$ nm, $t=3.0$ eV, $t'=-45$ eV/nm and $\hbar\omega=0.196$ eV. Then
\[
\beta=\frac{45\times0.142}{3.0}=2.13,\qquad
\hbar v=1.5\times3.0\times0.142=0.639\ \text{eV nm}.
\]
With $M=1.9945\times10^{-26}$ kg and $\omega=2.978\times10^{14}$ s$^{-1}$, $M\omega b^2=1.198\times10^{-31}$ J s, and
\[
C=\frac{2.598\times2.13^2}{1.198\times10^{-31}\ \text{J s}}
=15.8\ \text{ps}^{-1}\,\text{eV}^{-1}.
\]
At $0.8$ eV the rate is $15.77\times0.604=9.5$ ps$^{-1}$. At $0.05$ eV it is $15.77\times0.146=2.3$ ps$^{-1}$, by transfer into holes.

If zone-centre emission were the sole process, the mean waits from $0.8$ eV would be $0.105$, $0.155$, $0.299$, $3.96$ and $0.352$ ps. The fourth starts at $0.212$ eV, with $E-\hbar\omega=0.016$ eV. The fifth is short again because its final state, at $-0.180$ eV, is far from the Dirac point. The long wait is sensitive to the inputs: raising $\hbar\omega$ by $1$ meV lowers $0.8\ \text{eV}-4\hbar\omega$ from $16$ to $12$ meV and lengthens the wait by about a third.

A continuous energy-loss equation, $dE/dt=-\hbar\omega\,C(E-\hbar\omega)$, makes $E-\hbar\omega$ decay with time constant $1/(C\hbar\omega)=0.32$ ps. From $0.8$ to $0.212$ eV it predicts $0.32\ln(0.604/0.016)=1.2$ ps, against $0.56$ ps for the three discrete steps. It needs $E-\hbar\omega\gg\hbar\omega$ throughout, which fails here.

\section{What the model leaves out}

\paragraph{Other phonons and temperature.} With $\hbar\omega_K=0.161$ eV, zone-edge emission adds $12.3$ ps$^{-1}$ at $0.8$ eV and $0.98$ ps$^{-1}$ at $0.212$ eV. The long wait thus falls from $4$ ps to $1/(0.25+0.98)=0.8$ ps. These zone-edge rates use the same $\beta$ as the zone-centre ones, as the hopping model requires. Electron exchange, which that model omits, strengthens the zone-edge coupling more and can raise its relative squared strength by tens of per cent, so the zone-edge rates may be too low. At $300$ K the zone-centre occupation is $5\times10^{-4}$ and the lowest final state of the cascade, at $-0.180$ eV, is about $1\%$ filled. Phonons heated to $1500$ K have $n=0.28$ and raise emission by $28\%$, but they are also absorbed. The net zone-centre loss at $0.8$ eV then falls to $82\%$ of its cold value, and at $0.212$ eV absorption, $1.8$ ps$^{-1}$, exceeds emission, $0.32$ ps$^{-1}$.

Acoustic phonons have $|g|^2=D_a^2\hbar q^2F/(2\rho A\omega_q)$, with deformation potential $D_a$, areal density $\rho$, sheet area $A$ and overlap $F=(1+\cos\theta)/2$, $\theta$ now being the scattering angle. Weighting by $\hbar\omega_q$ cancels the sound speed. For quasi-elastic scattering at wavenumber $k=E/\hbar v$, $q^2F=k^2\sin^2\theta$ averages to $k^2/2$, so the loss is $\hbar D_a^2k^3/(4\rho\hbar v)$. For a rough $D_a=20$ eV this is $0.04$ eV/ps at $0.8$ eV, against $1.9$ eV/ps for zone-centre phonons.

\paragraph{Bands and phonon dispersion.} At $0.8$ eV the full lattice integral exceeds \eqref{eq:result} by $0.4\%$, with the phonon energy and displacement pattern held fixed. The summed rate hardly depends on the initial direction, but the split does. Averaged over that direction, the smaller TO rate exceeds its linear-band value by about $4\%$; for single directions trigonal warping moves it between about $0.7$ and $1.5$ times that value. The phonon wavevector reaches $2.2$ nm$^{-1}$, $13\%$ of the distance to the zone corner; dispersion over that range is not included, nor is the dispersion of the zone-edge phonon around the corner.

\paragraph{Other carriers.} Scattering from the cold hole sea was estimated by the golden rule for intraband transitions of the electron,
\begin{equation}
\Gamma_{cc}=\frac{2\pi}{\hbar}\int\!\frac{d^2k'}{(2\pi)^2}
\frac{F\,S}{\left|2\epsilon_0\kappa q/e^2+2|E_F|/[\pi(\hbar v)^2]+i\pi S\right|^2}.
\end{equation}
$S(q,E-E')$ is the density of sea excitations per area and energy, summed over spin and valley, with each excitation weighted by the overlap factor $(1+\cos)/2$ of its own initial and final directions. The second term in the denominator is static screening by the density of states at the Fermi energy $E_F$. The mean relative permittivity $\kappa=3.35$ suits a nonpolar, diamond-like support. The result at $0.8$ eV is about $40$ ps$^{-1}$. Exchange, interband Auger processes, plasmon emission and the frequency dependence of the real screening are left out, so it is an order of magnitude. With frequency-dependent random-phase screening the intraband rate at $0.8$ eV is about $36$ ps$^{-1}$, and transitions into the holes add about $17$ ps$^{-1}$. At lower energy the omitted terms can dominate: at $0.212$ eV transitions into the holes, which include plasmon emission, give roughly $90$ ps$^{-1}$, against $6$ ps$^{-1}$ within the band.

\paragraph{Real sheets.} The inputs are rough typical values for graphene. Among those entering \eqref{eq:result}, the least certain is $\beta$; replacing $2.13$ by $3$ would double every zone-centre and zone-edge rate given here. The same coupling gives the Raman G line of an undoped sheet an electron--phonon width $\hbar C\,\hbar\omega/2\approx8$ cm$^{-1}$. Measured values near $11$ cm$^{-1}$ point to $\beta\approx2.5$ and rates about $40\%$ higher. The assumption that a doped device breaks most strongly is that of a lone electron. Adding the three rates at $0.8$ eV, $9.5$, $12.3$ and roughly $40$ ps$^{-1}$, shortens the lifetime from $0.105$ to about $0.02$ ps. Equation \eqref{eq:result} then remains the phonon-emission term of a kinetic equation but is not the inverse lifetime, and the cascade above is not the path of a real electron. The zero at $E=\hbar\omega$ is also blurred, because the final state at the Dirac point has a finite lifetime. From $E=0$ the zone-centre and zone-edge rates are each $15.77\times0.196=3.1$ ps$^{-1}$, since the phonon energy cancels there. Together they give a width $\hbar\Gamma$ of about $4$ meV. A Lorentzian final state of this full width, cut off $0.2$ eV on either side of the Dirac point, would shorten the zone-centre wait at $0.212$ eV from $4.0$ to about $3.5$ ps. This value depends on the cutoff, from $3.7$ ps at $0.1$ eV to $3.4$ ps at $0.4$ eV. Carrier scattering adds to the width of the final state and, in this doped sheet, broadens the initial state at $0.212$ eV by roughly $60$ meV, far more than the $16$ meV excess. The electron then leaves that state in about $0.01$ ps, so waits of picoseconds describe the phonon channels alone. Polar supports add surface phonons, which are not treated here. The numerical output lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
bond length b = 0.142 nm; hopping t = 3.0 eV
hopping slope dt/db = -45.0 eV/nm; beta = 2.130
carbon mass M = 1.9945e-26 kg
hbar v = 0.6390 eV nm; v = 9.708e+05 m/s
zone-centre phonon energy = 0.196 eV
zone-edge phonon energy = 0.161 eV
phonon angular frequency = 2.9778e+14 rad/s
rate per eV of |E - hbar omega| = 15.770 1/(ps eV)
Fermi level below Dirac point = 0.30 eV
hole density = 7.02e+12 1/cm2
largest test error, summed rate = 4.1e-07 (relative)
largest test error, LO share = 4.8e-07 (absolute)
rates: closed formula; lattice/formula; LO share from lattice
  E = 0.05 eV: 2.302 1/ps; 1.0006; 0.329
  E = 0.10 eV: 1.514 1/ps; 1.0002; 0.020
  E = 0.30 eV: 1.640 1/ps; 0.9995; 0.673
  E = 0.50 eV: 4.794 1/ps; 1.0003; 0.802
  E = 0.80 eV: 9.525 1/ps; 1.0043; 0.873
zone-centre-only cascade, mean wait before each emission
  0.800 eV to 0.604 eV: 0.105 ps
  0.604 eV to 0.408 eV: 0.155 ps
  0.408 eV to 0.212 eV: 0.299 ps
  0.212 eV to 0.016 eV: 3.963 ps
  0.016 eV to -0.180 eV: 0.352 ps
neglected effects
  zone-edge rate at 0.8 eV = 12.268 1/ps
  zone-edge rate at 0.212 eV = 0.979 1/ps
  zone-edge rate at E = 0.196 eV = 0.672 1/ps
  phonon occupation at 300 K = 5.10e-04; at 1500 K = 0.281
  absorption rate at E = 0.196 eV, 300 K = 3.15e-03 1/ps
  filling of state at -0.146 eV, 300 K = 2.58e-03
  filling of state at -0.180 eV, 300 K = 9.55e-03
  broadening hbar*rate at 0.8 eV = 6.27 meV
  largest phonon wavevector at 0.8 eV = 2.20 1/nm
  the same over the Gamma-K distance = 0.129
  acoustic deformation potential = 20 eV
  acoustic energy loss at 0.8 eV = 0.0425 eV/ps
  zone-centre optical energy loss at 0.8 eV = 1.867 eV/ps
  mean relative permittivity around sheet = 3.35
  carrier-carrier rate at 0.8 eV, estimate = 43.3 1/ps
\end{verbatim}
